# Excess Resistivity from Weakly Resistive, Randomly Oriented Grain Boundaries

A polycrystalline metal conducts less well than a single crystal because carriers are scattered where grains meet. This problem relates the resistance of one boundary to the resistivity of the whole metal.

The sample is a rectangular block of length $L$ along $x$, cross-section $A_c$ and volume $V=LA_c$. Its end faces are electrodes at potentials $U$ and $0$; its sides are insulated. A current $I$ flows, with mean density $J_0=I/A_c$. All grains have the same isotropic bulk resistivity $\rho_0$, so inside each grain

$$\nabla u=-\rho_0\mathbf J,\qquad \nabla\cdot\mathbf J=0 .$$

The boundaries are thin surfaces with total area $S$, and $S_V=S/V$. Each boundary is counted once, although two grains share it. Its unit normal $\mathbf n$ points from a side called minus to a side called plus. The normal current $J_n=\mathbf J\cdot\mathbf n$ is continuous, while the potential drops by

$$[u]\equiv u_- -u_+=\gamma J_n .$$

Here $\gamma>0$ is the specific boundary resistivity, a resistance times an area. Reversing $\mathbf n$ changes both sides of this law in sign and leaves the physics unchanged. Until part (g), a boundary has no effect on current flowing along it.

Angle brackets with a normal inside denote an average weighted by boundary area.

## (a) Where is the electrical power dissipated?

Express the power $UI$ through the current in the grains and across the boundaries, and relate it to the effective resistivity $\rho_{\rm eff}$.

**Solution.** Since $\nabla\cdot\mathbf J=0$, in each grain

$$\nabla\cdot(u\mathbf J)=\mathbf J\cdot\nabla u=-\rho_0|\mathbf J|^2 .$$

Integrate over every grain and apply the divergence theorem. The insulated sides contribute nothing. At the electrode with potential $U$, the outward normal is opposite to the incoming current, so the contribution is $-UI$. The other electrode has zero potential.

An internal boundary appears twice. On its minus side the outward normal is $\mathbf n$, giving $u_-J_n$; on its plus side it is $-\mathbf n$, giving $-u_+J_n$. The sum is $[u]J_n=\gamma J_n^2$. Therefore

$$-UI+\gamma\int J_n^2\,dA=-\rho_0\int|\mathbf J|^2\,dV,$$

or

$$UI=Q[\mathbf J]\equiv\rho_0\int|\mathbf J|^2\,dV+\gamma\int J_n^2\,dA .$$

The sample resistance is $U/I=\rho_{\rm eff}L/A_c$. With $I=J_0A_c$,

$$UI=\rho_{\rm eff}\frac{L}{A_c}I^2=\rho_{\rm eff}J_0^2V .$$

A boundary thus dissipates $\gamma J_n^2$ per unit area. One factor of $J_n$ comes from the voltage drop and the other from the charge crossing it.

## (b) What does a uniform current tell us?

The true current is generally not uniform. Show that a uniform trial current nevertheless gives a bound on $\rho_{\rm eff}$.

**Solution.** Compare the true current $\mathbf J$ with $\mathbf J'=\mathbf J+\mathbf j$. The trial current must be divergence-free, have a continuous normal component at boundaries, not cross the insulated sides and carry the same total current. Hence $\mathbf j$ carries no total current. Expanding the squares gives

$$Q[\mathbf J']=Q[\mathbf J]+Q[\mathbf j]
+2\left(\rho_0\int\mathbf J\cdot\mathbf j\,dV+\gamma\int J_nj_n\,dA\right).$$

To evaluate the first cross term, use $\rho_0\mathbf J=-\nabla u$ and repeat the surface integration of part (a), with $\mathbf j$ in place of $\mathbf J$:

$$\rho_0\int\mathbf J\cdot\mathbf j\,dV
=-\int\mathbf j\cdot\nabla u\,dV
=-\int[u]j_n\,dA
=-\gamma\int J_nj_n\,dA .$$

The electrode terms vanish because each electrode has one potential and $\mathbf j$ has zero total current. The two cross terms cancel, so

$$Q[\mathbf J']=Q[\mathbf J]+Q[\mathbf j]\ge Q[\mathbf J].$$

The uniform field $\mathbf J'=J_0\hat{\mathbf x}$ is admissible. On a boundary its normal component is $J_0n_x$. Dividing its heat by $J_0^2V$ yields

$$\rho_{\rm eff}\le\rho_0+\gamma S_V\langle n_x^2\rangle .$$

This holds for any positive $\gamma$ within the stated boundary law. The true current can lower the total heat by bending, and the amount saved is $Q[\mathbf j]$.

## (c) Is the bound correct to first order?

Find a lower bound from a trial potential, and determine the first-order change in resistivity as $\gamma\to0$ with the grain structure fixed.

**Solution.** Let $v$ be a trial potential that may jump at boundaries, with values $U_t$ and $0$ on the electrodes. A sum of squares cannot be negative:

$$0\le\rho_0\int\left|\mathbf J+\frac{\nabla v}{\rho_0}\right|^2dV
+\gamma\int\left(J_n-\frac{[v]}{\gamma}\right)^2dA .$$

The cross terms are $2\int\mathbf J\cdot\nabla v\,dV-2\int J_n[v]\,dA$. The divergence theorem gives

$$\int\mathbf J\cdot\nabla v\,dV=-U_tI+\int J_n[v]\,dA,$$

so together they equal $-2U_tI$. Thus

$$Q[\mathbf J]\ge2U_tI-\frac1{\rho_0}\int|\nabla v|^2dV-\frac1\gamma\int[v]^2dA .$$

Now choose

$$v=\rho_0J_0(L-x)+\gamma w,$$

where $w$ vanishes on the electrodes and has drop $g=w_- -w_+$ at boundaries. Then $U_t=\rho_0J_0L$, $U_tI=\rho_0J_0^2V$ and $[v]=\gamma g$. The gradient term is

$$\frac1{\rho_0}\int|\nabla v|^2dV
=\rho_0J_0^2V-2\gamma J_0\int\partial_xw\,dV
+\frac{\gamma^2}{\rho_0}\int|\nabla w|^2dV .$$

Applying the divergence theorem to $wJ_0\hat{\mathbf x}$ in every grain leaves the boundary drops:

$$J_0\int\partial_xw\,dV=\int gJ_0n_x\,dA .$$

Substitution, followed by completion of the square in $g$, gives

$$Q[\mathbf J]\ge\rho_0J_0^2V+\gamma J_0^2S\langle n_x^2\rangle
-\gamma\int(g-J_0n_x)^2dA
-\frac{\gamma^2}{\rho_0}\int|\nabla w|^2dV .$$

One would like to set $g=J_0n_x$ everywhere. At an edge where faces meet, however, this drop can change abruptly, and a $w$ with finite gradient energy may not exist. For piecewise smooth boundaries, instead take $g$ smooth on each face, close to $J_0n_x$ over most of it, and zero in a narrow strip near its edges. A suitable $w$ is zero on the minus side and starts at $-g$ on the plus side, falling smoothly to zero inside the grain. Its gradient energy is finite.

With $g$ fixed, divide the excess heat by $\gamma J_0^2V$ and let $\gamma\to0$. The last term disappears. Then narrow the strips, which makes the remaining error as small as desired. The lower bound meets the upper bound of part (b), so

$$\Delta\rho\equiv\rho_{\rm eff}-\rho_0
=\gamma S_V\langle n_x^2\rangle+o(\gamma),$$

where $o(\gamma)/\gamma\to0$. Near-uniformity of the current has not been put in by hand: the first-order heat is that of a uniform current because the true current approaches it.

## (d) What does random orientation do?

Evaluate the orientation factor for isotropic boundaries. Contrast it with a regular array of cubes and with columnar grains.

**Solution.** A unit normal satisfies $n_x^2+n_y^2+n_z^2=1$. In an isotropic distribution the three averages are equal, so each is $1/3$. Hence, to first order,

$$\boxed{\Delta\rho=\frac{\gamma S_V}{3}} .$$

The factor combines two projections: one reduces the current crossing the boundary, the other reduces the voltage drop. Averaging $|n_x|$ would count projected area, but dissipation requires $n_x^2$.

In a computed periodic polycrystal of 200 random Voronoi grains, the area-weighted squares along the three axes all lie within 0.01 of $1/3$. A finite set of grains need not be exactly isotropic.

Full isotropy is sufficient but not necessary. Consider cubes of side $d$ aligned with the current. Each cube has six faces, each shared by two cubes, so $S_V=3/d$. Current crosses one resistive plane per distance $d$ and flows along the others without a drop. The uniform current satisfies all the equations, whatever the value of $\gamma$, and

$$\Delta\rho=\frac{\gamma}{d}=\frac{\gamma S_V}{3}.$$

Now let all boundaries be vertical, with normals random in the horizontal plane. For horizontal current $\langle n_x^2\rangle=1/2$; for vertical current it is zero. At fixed $\gamma$ and $S_V$, the excess for horizontal current is therefore $3/2$ times the isotropic value. The mean over three perpendicular current directions is still $(1/2+1/2+0)/3=1/3$, as required by the unit length of $\mathbf n$.

A computed structure stretched threefold along the current gives a further case. Its normals predict a factor of 0.0786, and solving for the full current at a very small boundary resistance gives the same value to these digits. Using $1/3$ there would overestimate the excess about fourfold.

## (e) How is boundary area related to grain size?

A random straight line crosses boundaries at a mean spacing $\ell$, the mean intercept. Express $\Delta\rho$ through $\ell$.

**Solution.** Place a line segment of length $\Lambda$ at random in a large volume $V$. It crosses a small patch $dA$ if its starting point lies in an oblique prism with volume $\Lambda\,dA\,|\cos\theta|$, where $\theta$ is the angle between the line and the normal. The expected number of crossings is this volume divided by $V$. Summing over patches gives, per unit line length,

$$\frac1\ell=S_V\langle|\cos\theta|\rangle .$$

For random directions, $c=|\cos\theta|$ is uniformly distributed from 0 to 1, so its mean is $\int_0^1c\,dc=1/2$. Therefore

$$\ell=\frac2{S_V},\qquad
\Delta\rho=\frac{2\gamma}{3\ell}.$$

Counting crossings along a finite sample of lines in the Voronoi polycrystal agrees with $S_V/2$ to within 2 percent.

The useful measure of boundary strength is the ratio

$$\kappa=\frac{\gamma}{\rho_0\ell},\qquad
\frac{\Delta\rho}{\rho_0}=\frac{2\kappa}{3}.$$

The length $\gamma/\rho_0$ is the thickness of a layer of bulk metal with the same resistance as one boundary of equal area. "Weakly resistive" means that this length is small compared with the grain size.

## (f) How large is the effect, and does current bending matter?

Use the rounded inputs $\rho_0=5$ µΩ cm, $\gamma=3\times10^{-16}$ Ω m² and $\ell=100$ nm. They represent a thick metal in the rough regime of iridium near 300 K. Find the excess resistivity and judge the first-order formula.

**Solution.** The boundary area per volume is

$$S_V=\frac{2}{100\ \text{nm}}=0.020\ \text{nm}^{-1}.$$

Since 5 µΩ cm is $5\times10^{-8}$ Ω m,

$$\frac{\gamma}{\rho_0}
=\frac{3\times10^{-16}}{5\times10^{-8}}\ \text m
=6\ \text{nm},\qquad
\kappa=\frac{6}{100}=0.06 .$$

Thus $\Delta\rho/\rho_0=2(0.06)/3=0.04$, and

$$\Delta\rho=0.04\times5=0.20\ \text{µΩ cm}
=2.0\times10^{-9}\ \text{Ω m}.$$

The total is 5.20 µΩ cm.

Current bending was calculated for 48 irregular tetrahedral grains, averaging over three current directions:

| $\kappa$ | solved excess / first-order excess |
|---:|---:|
| 0.001 | 0.9999 |
| 0.010 | 0.9987 |
| 0.060 | 0.993 |
| 0.500 | 0.964 |

The ratio approaches one as the boundaries weaken and stays below one, as parts (b) and (c) require. At $\kappa=0.06$ bending removes about 0.7 percent of the excess on this mesh, or 0.001 µΩ cm. The computed current is itself an admissible trial current, so by part (b) each ratio in the table is an upper bound. The last digit of each entry is not converged: refining the mesh once lowered the ratio at $\kappa=0.06$ by 0.001. Trial currents and trial potentials that are high-degree polynomials in each grain, used as in parts (b) and (c), bracket the exact ratio for the same grains. It lies between 0.9908 and 0.9915 at $\kappa=0.06$, between 0.9626 and 0.9628 at $\kappa=0.5$, and between 0.9969 and 0.9983 at $\kappa=0.01$. Within this model, the loss at $\kappa=0.06$ is therefore about 0.9 percent, or 0.002 µΩ cm. It also depends on grain shape: for the aligned cubes it is zero. In a real metal this figure is only a guide. Near grain edges the current bends over distances of about $\gamma/\rho_0=6$ nm, shorter than the electron mean free path of 8 nm used in part (g), and the local law $\nabla u=-\rho_0\mathbf J$ is not reliable there.

## (g) When is a potential drop not the whole story?

Let the electron mean free path be $\lambda=8$ nm. First ask whether neighbouring boundaries alter $\gamma$. Then estimate the added resistivity if every boundary also randomizes motion along its plane.

**Solution.** For the first question, take parallel planes normal to the current, a distance $D$ apart. Let $g(x,\mu)$ be the carrier distribution's deviation expressed as a potential, where $\mu$ is the direction cosine along $x$. For a spherical Fermi surface and isotropic bulk scattering,

$$\mu\frac{\partial g}{\partial x}=\frac{\bar g-g}{\lambda},$$

where $\bar g$ is the average over directions. A carrier leaving a plane was either transmitted, with probability $1-p$, or specularly reflected, with probability $p$. Far from a plane, a unit potential gradient gives $g=-x+\lambda\mu$ up to a constant. At the same current, the potential drop per period minus $D$ is therefore $\gamma/\rho_0$.

The probability $p$ is fitted so that very widely spaced planes, with $D=2000$ nm, give the example's $\gamma/\rho_0=6$ nm; this requires $p\approx0.341$. With the fitted $p$ held fixed, the same equations give $\gamma/\rho_0=6.00$ nm at $D=100$ nm and 5.97 nm at $D=10$ nm. For these specular planes, the interaction between neighbours is negligible at the example's spacing. The value of $p$ also shows that a boundary can reflect a third of the carriers and still be weak in the sense used here.

Specular planes preserve motion along the boundary. Rough or disordered boundaries may not. Consider current parallel to planes spaced by $D$, and suppose each carrier leaves a plane with no drift along it. If $u_c$ is the absolute direction cosine to the normal and $s$ the normal distance from the plane just left, the deviation $f$ from equilibrium relaxes towards its bulk value $f_b$:

$$\lambda u_c\frac{\partial f}{\partial s}=f_b-f,\qquad
f=f_b\left(1-e^{-s/(\lambda u_c)}\right).$$

The bulk current is weighted by squared velocity along the current, which gives the normalized weight $\frac32(1-u_c^2)$ for $0<u_c<1$. Averaging $f/f_b$ over $0<s<D$, and dropping the exponentially small end term for $D\gg\lambda$, gives

$$\frac{\sigma}{\sigma_0}
=1-\frac{3\lambda}{2D}\int_0^1(1-u_c^2)u_c\,du_c
=1-\frac{3\lambda}{8D},$$

because the integral is $1/2-1/4=1/4$. To leading order the resistivity rises by $3\rho_0\lambda/(8D)$. Multiplying by $J_t^2$ and by the volume $D$ per unit plane area gives an extra heat $\tau J_t^2$, with

$$\tau=\frac38\rho_0\lambda .$$

For isotropic boundaries $\langle J_t^2\rangle=J_0^2(1-1/3)=2J_0^2/3$. Adding this heat to that of the normal current gives the leading-order estimate for widely spaced boundaries:

$$\Delta\rho=\frac{S_V}{3}(\gamma+2\tau).$$

Here $\tau=(3/8)(5\times10^{-8})(8\times10^{-9})=1.5\times10^{-16}$ Ω m², so $2\tau=\gamma$. If $\gamma$ keeps its value, complete loss of drift along the boundaries would add another 0.20 µΩ cm and double the excess. The equality follows from the chosen inputs, but it shows that the assumption about tangential current can matter far more than current bending.

## (h) What would change in a real interconnect?

Compare the result with the effects of grain texture, outer surfaces and a small temperature rise.

**Solution.** Iridium is considered for narrow interconnects partly because its mean free path is short. Its bulk resistivity near room temperature is roughly 5 µΩ cm, as assumed. The chosen $\gamma$ is an order-of-magnitude input; the real value depends on boundary structure and impurities. Deposited films can have columnar grains, which violate random orientation. For ideal columns and current in the film plane, part (d) changes 0.20 to 0.30 µΩ cm at fixed $\gamma$ and $S_V$.

The model also omits outer surfaces. If both surfaces of a 1000 nm film scatter diffusely, the result of part (g) with $D=1000$ nm gives

$$5\times\frac38\times\frac{8}{1000}=0.015\ \text{µΩ cm}.$$

At 100 nm thickness the same leading-order formula gives 0.15 µΩ cm, comparable with the boundary term. The thick-metal result should therefore not be applied unchanged to a narrow line.

Temperature matters when the excess is inferred by subtracting a bulk value. If $\rho_0$ is proportional to absolute temperature near 300 K, heating by 10 K adds $5\times10/300=0.17$ µΩ cm, nearly as much as the boundaries. Phonon scattering can make the rise somewhat steeper: the Bloch–Grüneisen law with a Debye temperature between 290 and 420 K gives 0.18 to 0.20 µΩ cm. The two resistivities must then refer to the same metal temperature. The numerical output below lists the main values.

## Values computed for the example and the checks

```
INPUTS: rough iridium-like regime, rounded model values
bulk resistivity: 5.000 micro-ohm cm
specific boundary resistivity: 3.000e-16 ohm m2
mean intercept: 100.0 nm
mean free path: 8.0 nm
temperature: 300 K
MAIN RESULT
boundary area per volume: 0.0200 nm^-1
gamma/rho0: 6.000 nm
kappa: 0.0600 (dimensionless)
excess resistivity: 0.2000 micro-ohm cm
excess resistivity, converted: 2.000e-09 ohm m
excess/bulk: 4.000 percent
total resistivity: 5.2000 micro-ohm cm
FULL CURRENT FIELD
model grains: 48 (count)
kappa 0.001: solved/law 0.99987 (dimensionless)
kappa 0.010: solved/law 0.99872 (dimensionless)
kappa 0.060: solved/law 0.99302 (dimensionless)
kappa 0.500: solved/law 0.96416 (dimensionless)
coarser mesh, example: solved/law 0.99403 (dimensionless)
mesh shift in ratio: -0.00102 (dimensionless)
redistribution change: -0.0014 micro-ohm cm
textured factor from normals: 0.07858 (dimensionless)
textured factor from field: 0.07857 (dimensionless)
RANDOM POLYCRYSTAL, 200 grains
mean squared normals x,y,z: 0.3245, 0.3382, 0.3373 (dimensionless)
counted crossings/(S_V/2): 0.9843 (dimensionless)
KINETIC CHECK, specular planes normal to current
matched reflection probability: 0.3414 (dimensionless)
gamma/rho0 at 100 nm spacing: 6.00000 nm
gamma/rho0 at 10 nm spacing: 5.96991 nm
OTHER NEGLECTED EFFECTS
tangential coefficient tau/(rho0*lambda): 0.37641 (dimensionless)
fully diffuse boundaries add: 0.2000 micro-ohm cm
film thickness for surface estimate: 1000 nm
fully diffuse outer surfaces add: 0.0150 micro-ohm cm
heating for bulk estimate: 10 K
heating adds if rho0 is proportional to T: 0.1667 micro-ohm cm
```
